# Second-order Stark effect in hydrogen from two planar oscillators: verification in Python

```python
"""
Second-order Stark effect of nonrelativistic hydrogen, H = p^2/2 - 1/r + F z:
  E = -1/(2 n^2) + (3/2) n k F
      - (n^4/16) (17 n^2 - 3 k^2 - 9 m^2 + 19) F^2 + O(F^3).
n1, n2: parabolic quantum numbers for r+z and r-z; k = n1-n2;
n = n1+n2+|m|+1; F: field. Hartree atomic units throughout.
With u^2=r+z, v^2=r-z the problem is a pair of planar oscillators of
frequency omega=sqrt(-2E), with quartic terms +F u^4/2 and -F v^4/2.
Their eigenvalues 2*beta1 and 2*beta2 must add up to 2.
In scaled form: h0 + lam*rho^4, lam = F/(2 omega^3), h0 levels N=2nu+|m|+1.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

nodes, weights = roots_laguerre(40)


def quartic_first(N, m):
    return (3*N**2 - m**2 + 1)/2


def quartic_second(N, m):
    return -N*(17*N**2 - 9*m**2 + 19)/4


def stark_second(n, k, m):
    return -n**4*(17*n**2 - 3*k**2 - 9*m**2 + 19)/16


def laguerre_and_slope(degree, alpha):
    value = eval_genlaguerre(degree, float(alpha), nodes)
    lower = eval_genlaguerre(np.maximum(degree - 1, 0), alpha + 1.0, nodes)
    return value, np.where(degree > 0, -lower, 0.0)


# Separation identity, evaluated with Cartesian derivatives of a trial function
x, y, z = sp.symbols("x y z", real=True)
u, v = sp.symbols("u v", positive=True)
r = sp.sqrt(x**2 + y**2 + z**2)
trial_m = 2
trial_E, trial_F = sp.Rational(-1, 7), sp.Rational(1, 5)


def factor_u(s):
    return sp.exp(-s/3)*(1 + s/5)


def factor_v(s):
    return sp.exp(-s/2)*(1 - s/7)


psi = (x + sp.I*y)**trial_m*factor_u(r + z)*factor_v(r - z)
laplacian = sum(sp.diff(psi, q, 2) for q in (x, y, z))
left = 2*r*(-laplacian/2 + (-1/r + trial_F*z - trial_E)*psi)


def local_eigenvalue(function, q, field):
    planar = (sp.diff(function, q, 2) + sp.diff(function, q)/q
              - trial_m**2*function/q**2)
    return -planar/(2*function) - trial_E*q**2 + field*q**4/2


point = {x: sp.Rational(7, 10), y: sp.Rational(-2, 5), z: sp.Rational(9, 10)}
u_point = sp.sqrt((r + z).subs(point))
v_point = sp.sqrt((r - z).subs(point))
sum_local = (local_eigenvalue(u**trial_m*factor_u(u**2), u, trial_F).subs(u, u_point)
             + local_eigenvalue(v**trial_m*factor_v(v**2), v, -trial_F).subs(v, v_point))
left_value = complex(sp.N(left.subs(point), 25))
right_value = complex(sp.N((sum_local - 2)*psi.subs(point), 25))
assert abs(left_value) > 1e-3
assert abs(left_value - right_value) < 1e-12


# Planar oscillator matrices by quadrature in t = rho^2
def oscillator_matrices(m, size=16):
    nu = np.arange(size)[:, None]
    lag, slope = laguerre_and_slope(nu, m)
    norm = (-1.0)**nu*np.exp(0.5*(gammaln(nu + 1) - gammaln(nu + m + 1)))
    radial = norm*nodes**(m/2)*lag
    d_radial = norm*nodes**(m/2)*(m*lag/(2*nodes) + slope - lag/2)
    h0 = (2*(d_radial*weights*nodes) @ d_radial.T
          + 0.5*(radial*weights*(m**2/nodes + nodes)) @ radial.T)
    rho2 = (radial*weights*nodes) @ radial.T
    rho4 = (radial*weights*nodes**2) @ radial.T
    return h0, rho2, rho4


for m in range(4):
    h0, rho2, rho4 = oscillator_matrices(m)
    levels = 2*np.arange(16) + m + 1
    assert np.allclose(h0, np.diag(levels), atol=1e-8)
    for nu in range(5):
        N = 2*nu + m + 1
        A = np.sqrt((N + 1)**2 - m**2)/2
        A_next = np.sqrt((N + 3)**2 - m**2)/2
        assert abs(rho2[nu, nu] - N) < 1e-8
        assert abs(rho2[nu + 1, nu] - A) < 1e-8
        assert abs(rho4[nu + 1, nu] - 2*(N + 1)*A) < 1e-7
        assert abs(rho4[nu + 2, nu] - A*A_next) < 1e-7
        assert abs(rho4[nu, nu] - quartic_first(N, m)) < 1e-7
        explicit_sum = sum(rho4[j, nu]**2/(N - levels[j])
                           for j in range(16) if j != nu)
        assert abs(explicit_sum/quartic_second(N, m) - 1) < 1e-8

# Symbolic inversion of the condition that the separation constants add to one
ns, ks, ms, Fs, w1, w2 = sp.symbols("n k m F w1 w2")
omega_series = 1/ns + w1*Fs + w2*Fs**2
lam_series = Fs/(2*omega_series**3)
Na, Nb = ns + ks, ns - ks
condition = omega_series*(
    Na + Nb + lam_series*(quartic_first(Na, ms) - quartic_first(Nb, ms))
    + lam_series**2*(quartic_second(Na, ms) + quartic_second(Nb, ms))) - 2
w1_solution = sp.solve(sp.diff(condition, Fs).subs(Fs, 0), w1)[0]
second_condition = sp.diff(condition, Fs, 2).subs(Fs, 0).subs(w1, w1_solution)
w2_solution = sp.solve(second_condition, w2)[0]
first_symbolic = -w1_solution/ns
second_symbolic = -w1_solution**2/2 - w2_solution/ns
assert sp.simplify(first_symbolic - 3*ns*ks/2) == 0
assert sp.simplify(second_symbolic - stark_second(ns, ks, ms)) == 0


# Independent road: full Hamiltonian in a spherical Laguerre basis
def hydrogen_matrices(n, m):
    l_values = range(m, n + 5)
    count = n + 8
    j = np.arange(count)[:, None]
    size = count*len(l_values)
    H0, Z = np.zeros((size, size)), np.zeros((size, size))
    previous = None
    for block, l in enumerate(l_values):
        lag, slope = laguerre_and_slope(j, 2*l + 2)
        norm = np.exp(0.5*(gammaln(j + 1) - gammaln(j + 2*l + 3)))
        p = norm*nodes**(l + 1)*lag
        dp = norm*((l + 1)*nodes**l*lag + nodes**(l + 1)*(slope - lag/2))
        here = slice(block*count, (block + 1)*count)
        kinetic = 0.5*(2/n)**2*((dp*weights) @ dp.T
                                + l*(l + 1)*(p*weights/nodes**2) @ p.T)
        H0[here, here] = kinetic - (2/n)*(p*weights/nodes) @ p.T
        if previous is not None:
            before = slice((block - 1)*count, block*count)
            angular = np.sqrt((l**2 - m**2)/((2*l - 1)*(2*l + 1)))
            coupling = angular*(n/2)*(previous*weights*nodes) @ p.T
            Z[before, here] = coupling
            Z[here, before] = coupling.T
        previous = p
    return H0, Z


def manifold(n, m, field, matrices):
    H0, Z = matrices
    start = (n - m - 1)*(n - m)//2
    return np.linalg.eigvalsh(H0 + field*Z)[start:start + n - m]


largest_error = 0.0
states_tested = 0
for n in range(1, 5):
    for m in range(n):
        matrices = hydrogen_matrices(n, m)
        assert np.allclose(manifold(n, m, 0.0, matrices), -0.5/n**2, atol=1e-10)
        small_field = 2e-3/n**4
        energies = manifold(n, m, small_field, matrices)
        for index in range(n - m):
            k = 2*index - (n - m - 1)
            mirror = energies[n - m - 1 - index]
            first = (energies[index] - mirror)/(2*small_field)
            second = (energies[index] + mirror + 1/n**2)/(2*small_field**2)
            assert abs(first - 1.5*n*k) < 1e-3
            error = abs(second/stark_second(n, k, m) - 1)
            # The neglected fourth-order energy limits this comparison.
            assert error < 3e-4
            largest_error = max(largest_error, error)
            states_tested += 1

# Worked example: one hydrogen state
n1, n2, m, F = 3, 1, 0, 2e-5
n, k = n1 + n2 + abs(m) + 1, n1 - n2
N1, N2 = 2*n1 + abs(m) + 1, 2*n2 + abs(m) + 1
matrices = hydrogen_matrices(n, m)
state_index = (k + n - m - 1)//2
E_full = manifold(n, m, F, matrices)[state_index]
E_half = manifold(n, m, F/2, matrices)[state_index]
h0, rho2, rho4 = oscillator_matrices(m)


def separation_constants(omega):
    lam = F/(2*omega**3)
    beta1 = omega*np.linalg.eigvalsh(h0 + lam*rho4)[n1]/2
    beta2 = omega*np.linalg.eigvalsh(h0 - lam*rho4)[n2]/2
    return beta1, beta2


omega = brentq(lambda w: sum(separation_constants(w)) - 1,
               0.9/n, 1.1/n, xtol=1e-15)
beta1, beta2 = separation_constants(omega)
E_oscillators = -omega**2/2
assert abs(E_oscillators - E_full) < 1e-10

E0, shift1, shift2 = -0.5/n**2, 1.5*n*k*F, stark_second(n, k, m)*F**2
remainder = E_full - E0 - shift1 - shift2
remainder_half = E_half - E0 - shift1/2 - shift2/4
ratio = remainder/remainder_half
assert 7 < ratio < 9
assert abs(remainder) < 0.05*abs(shift2)

v2_grid = np.linspace(0, omega**2/F, 200001)
barrier = np.max(omega**2*v2_grid/2 - F*v2_grid**2/2)
assert abs(barrier/(omega**4/(8*F)) - 1) < 1e-8
assert barrier > 5*2*beta2

alpha = constants.fine_structure


def dirac_energy(j_plus_half):
    effective = n - j_plus_half + np.sqrt(j_plus_half**2 - alpha**2)
    return ((1 + (alpha/effective)**2)**-0.5 - 1)/alpha**2


fine_spread = dirac_energy(n) - dirac_energy(1)
assert 0 < fine_spread < 0.1*abs(shift2)

values = {ns: n, ks: k, ms: m}
omega1 = float(w1_solution.subs(values))*F
omega2 = float(w2_solution.subs(values))*F**2
Q = 17*n**2 + 51*k**2 - 9*m**2 + 19
lam0 = F*n**3/2
field_unit = constants.physical_constants["atomic unit of electric field"][0]
to_cm = constants.physical_constants["hartree-inverse meter relationship"][0]/100

print(f"States tested with n <= 4, m >= 0 (count): {states_tested}")
print(f"Largest relative error of second-order coefficient: {largest_error:.1e}")
print(f"Ground-state polarizability (a.u.): {-2*stark_second(1, 0, 0):.4f}")
print(f"Example n, n1, n2, m, k (dimensionless): {n}, {n1}, {n2}, {m}, {k}")
print(f"Field F (a.u.): {F:.3e}")
print(f"Field F (V/m): {F*field_unit:.5e}")
print(f"Oscillator numbers N1, N2 (dimensionless): {N1}, {N2}")
print(f"Quartic strength lambda at omega=1/n (dimensionless): {lam0:.6f}")
print(f"a1 for N1 (dimensionless): {quartic_first(N1, m):.3f}")
print(f"a1 for N2 (dimensionless): {quartic_first(N2, m):.3f}")
print(f"a2 for N1 (dimensionless): {quartic_second(N1, m):.3f}")
print(f"a2 for N2 (dimensionless): {quartic_second(N2, m):.3f}")
print(f"Zero-field beta1, beta2 (a.u.): {N1/(2*n):.6f}, {N2/(2*n):.6f}")
print(f"Numerical beta1, beta2 in field (a.u.): {beta1:.6f}, {beta2:.6f}")
print(f"omega, zeroth order (a.u.): {1/n:.9f}")
print(f"omega, first-order term (a.u.): {omega1:.9f}")
print(f"omega, second-order term (a.u.): {omega2:.9f}")
print(f"omega, numerical coupled oscillators (a.u.): {omega:.9f}")
print(f"Bracket before omega response, Q (dimensionless): {Q}")
print(f"Contribution of omega response, -54 k^2 (dimensionless): {-54*k**2}")
print(f"Final bracket (dimensionless): {Q - 54*k**2}")
print(f"Second-order energy coefficient (a.u.): {stark_second(n, k, m):.3f}")
print(f"Zero-field energy (hartree): {E0:.10f}")
print(f"First-order shift (hartree): {shift1:.10f}")
print(f"Second-order shift (hartree): {shift2:.10f}")
print(f"Energy through second order (hartree): {E0 + shift1 + shift2:.10f}")
print(f"Energy, coupled oscillators (hartree): {E_oscillators:.10f}")
print(f"Energy, spherical-basis diagonalization (hartree): {E_full:.10f}")
print(f"Remainder after second order (hartree): {remainder:.4e}")
print(f"Remainder ratio for F and F/2 (dimensionless): {ratio:.3f}")
print(f"First-order shift (cm^-1): {shift1*to_cm:.4f}")
print(f"Second-order shift (cm^-1): {shift2*to_cm:.4f}")
print(f"Barrier height of inverted oscillator (a.u.): {barrier:.4f}")
print(f"Oscillator level 2*beta2 (a.u.): {2*beta2:.4f}")
print(f"Dirac fine-structure spread at this n (hartree): {fine_spread:.3e}")
print("success")
```

It prints:

```
States tested with n <= 4, m >= 0 (count): 20
Largest relative error of second-order coefficient: 9.9e-05
Ground-state polarizability (a.u.): 4.5000
Example n, n1, n2, m, k (dimensionless): 5, 3, 1, 0, 2
Field F (a.u.): 2.000e-05
Field F (V/m): 1.02844e+07
Oscillator numbers N1, N2 (dimensionless): 7, 3
Quartic strength lambda at omega=1/n (dimensionless): 0.001250
a1 for N1 (dimensionless): 74.000
a1 for N2 (dimensionless): 14.000
a2 for N1 (dimensionless): -1491.000
a2 for N2 (dimensionless): -129.000
Zero-field beta1, beta2 (a.u.): 0.700000, 0.300000
Numerical beta1, beta2 in field (a.u.): 0.704005, 0.295995
omega, zeroth order (a.u.): 0.200000000
omega, first-order term (a.u.): -0.001500000
omega, second-order term (a.u.): 0.000028125
omega, numerical coupled oscillators (a.u.): 0.198528009
Bracket before omega response, Q (dimensionless): 648
Contribution of omega response, -54 k^2 (dimensionless): -216
Final bracket (dimensionless): 432
Second-order energy coefficient (a.u.): -16875.000
Zero-field energy (hartree): -0.0200000000
First-order shift (hartree): 0.0003000000
Second-order shift (hartree): -0.0000067500
Energy through second order (hartree): -0.0197067500
Energy, coupled oscillators (hartree): -0.0197066852
Energy, spherical-basis diagonalization (hartree): -0.0197066852
Remainder after second order (hartree): 6.4755e-08
Remainder ratio for F and F/2 (dimensionless): 7.610
First-order shift (cm^-1): 65.8424
Second-order shift (cm^-1): -1.4815
Barrier height of inverted oscillator (a.u.): 9.7088
Oscillator level 2*beta2 (a.u.): 0.5920
Dirac fine-structure spread at this n (hartree): 1.704e-07
success
```
